# Landau theory and strain-induced magnetization of altermagnets without spin-orbit coupling, part 2

The subject is a collinear altermagnet without spin-orbit coupling, and how its free energy ties the Néel vector to strain and to the net moment. Energies and $k_BT$ (written $T$) are in Ry, lengths in bohr, moments in $\mu_B$ per cell, and $\mathbf H=\mu_B\mathbf B$ is in Ry.

Space operations $g$ act on positions only. They multiply the Néel vector $\mathbf N$ by $\chi(g)=\pm1$, the representation $\Gamma_N$, and leave the uniform moment $\mathbf M$ unchanged. The site-centred magnetic multipole $\mathbf O$ transforms like $\mathbf N$. Two spin vectors can combine only as a scalar product, so $\mathbf N\cdot\mathbf O$ is allowed. The product $\mathbf N\cdot\mathbf M$ is forbidden unless multiplied by a factor carrying $\Gamma_N$. That factor can be linear in strain only for d-wave order, where the lowest polynomial carrying $\Gamma_N$ has degree 2.

The splitting $\Delta_n=E_{n\uparrow}-E_{n\downarrow}$ of band $n$ obeys

$$\Delta_n(g\mathbf k)=\chi(g)\,\Delta_n(\mathbf k),\tag{4}$$

and the two spins have equal densities of states.

The lattice of section 1 is a square cell of side $a$ with magnetic sites A at $(\tfrac12,0)$ and B at $(0,\tfrac12)$ in units of $a$. Hopping by one cell has amplitude $t_a$ along $x$ and $t_b$ along $y$ on A, with the roles exchanged on B, and there is no hopping between A and B. With $k_x,k_y$ in units of $1/a$,

$$\varepsilon_A=-2t_a\cos k_x-2t_b\cos k_y,\qquad \varepsilon_B=-2t_b\cos k_x-2t_a\cos k_y .$$

An exchange field favours spin $\sigma=+1$ on A and $\sigma=-1$ on B, which gives $\Delta(\mathbf k)=-2(t_a-t_b)(\cos k_x-\cos k_y)$. The quarter turn and the diagonal mirrors have $\chi=-1$, the representation $B_{1g}$ of $D_{4h}$.

Under strain $\epsilon_{xx}=\epsilon/2$, $\epsilon_{yy}=-\epsilon/2$, each hopping scales as $1-\beta\,\delta d/d$ with the relative stretch of its bond. The bands shift by $\epsilon V_A$ and $\epsilon V_B$, with

$$V_A=\beta(t_a\cos k_x-t_b\cos k_y),\qquad V_B=\beta(t_b\cos k_x-t_a\cos k_y).$$

Here $f$ is the Fermi function, $\mu$ the chemical potential and $\langle\cdot\rangle_k$ the zone average.

### 7. The Landau functional

Let $\epsilon$ be the strain component carrying $\Gamma_N$ in a d-wave system. To lowest order in each variable the free energy per cell is

$$F=\tfrac12A_0N^2+\tfrac14BN^4+\tfrac12\kappa O^2-\lambda\,\mathbf N\cdot\mathbf O+\frac{M^2}{2\chi_M}-\epsilon\,(\Lambda_N\mathbf N+\Lambda_O\mathbf O)\cdot\mathbf M-\mathbf H\cdot\mathbf M,$$

with $B,\kappa,\chi_M>0$. Omitted are $N^2M^2$, $(\mathbf N\cdot\mathbf M)^2$ and similar terms, which correct the results at relative order $N^2$, and $\epsilon^2N^2$, which shifts $T_c$ at second order in strain. This is a mean-field expansion; critical fluctuations are outside it.

Setting $\partial F/\partial\mathbf O=0$ gives $\kappa\mathbf O=\lambda\mathbf N+\Lambda_O\epsilon\mathbf M$. Inserted back, the terms containing $\mathbf O$ become $-(\lambda\mathbf N+\Lambda_O\epsilon\mathbf M)^2/2\kappa$. Expanding the square and dropping $\epsilon^2M^2$ against $M^2/\chi_M$,

$$F=\tfrac12AN^2+\tfrac14BN^4+\frac{M^2}{2\chi_M}-\Lambda\epsilon\,\mathbf N\cdot\mathbf M-\mathbf H\cdot\mathbf M,\tag{5}$$

$$A=A_0-\frac{\lambda^2}{\kappa},\qquad \Lambda=\Lambda_N+\frac{\lambda}{\kappa}\Lambda_O,\qquad \mathbf O=\frac\lambda\kappa\mathbf N\quad(\epsilon=0).\tag{6}$$

The coupling lowers $A$ for either sign of $\lambda$. The transition is at $A(T_c)=0$; below it $AN+BN^3=0$ gives $N^2=-A/B\propto T_c-T$, and $\mathbf O$ follows $\mathbf N$ with the same exponent.

Setting $\partial F/\partial\mathbf M=0$ gives $\mathbf M=\chi_M(\mathbf H+\Lambda\epsilon\mathbf N)$. Below $T_c$ and at zero field,

$$\mathbf M=\chi_M\Lambda\,\epsilon\,\mathbf N .\tag{7}$$

The moment is parallel or antiparallel to $\mathbf N$ whatever its direction, and equal volumes of opposite domains cancel. Above $T_c$, where $N^3$ is negligible, $A\mathbf N=\Lambda\epsilon\mathbf M=\Lambda\epsilon\chi_M(\mathbf H+\Lambda\epsilon\mathbf N)$, and to first order in $\epsilon$

$$\mathbf N=\frac{\chi_M\Lambda}{A}\,\epsilon\,\mathbf H .\tag{8}$$

The product $\epsilon\mathbf H$ is the field conjugate to $\mathbf N$, with a response growing as $1/(T-T_c)$; cooling under strain and field selects a domain.

For the converse effect let $F^*(\epsilon,H)$ be the minimised free energy with $\mathbf H$ along $\mathbf N$. Because $F$ is stationary in the internal variables, $\partial F^*/\partial H=-M$ and $\partial F^*/\partial\epsilon=\langle V\rangle$, the mean of $V=\partial\hat H/\partial\epsilon$. Equality of mixed derivatives gives, beyond the Landau expansion,

$$\frac{\partial\langle V\rangle}{\partial H}=-\frac{\partial M}{\partial\epsilon}.\tag{9}$$

Adding an elastic energy $C\epsilon^2/2$ to (5) and minimising over $\epsilon$ gives $C\epsilon=\Lambda\,\mathbf N\cdot\mathbf M=\Lambda\chi_M(\mathbf N\cdot\mathbf H+\Lambda\epsilon N^2)$. The last term is of relative order $N^2$, like the terms already omitted, so to lowest order $\epsilon=\Lambda\chi_M\,\mathbf N\cdot\mathbf H/C$, a strain linear in the field. Keeping $\mathbf N$ along $\mathbf H$ is a constraint: when the transverse susceptibility exceeds the longitudinal one, an unstrained isotropic system turns $\mathbf N$ perpendicular to the field, and a weak anisotropy must pin it. Spin-orbit coupling supplies that anisotropy, and since it ties spin to space it also admits terms that are forbidden here, with coefficients that vanish with it.

### 8. Allowed is not nonzero

Symmetry permits $\chi_M\Lambda\neq0$ but a conservation law restricts it. The spin component along $\mathbf N$ commutes with the Hamiltonian at any strain. In a band description with a gap at the Fermi level and $T=0$, each spin fills a whole number of bands, so $M$ is an integer per cell. It is zero without strain by the equal densities of states, and it stays zero under any strain that leaves the gap open. In a many-body ground state the same conservation means that $M$ can change only through level crossings between sectors of different spin, which a gap to spin-carrying excitations would exclude. Without spin-orbit coupling, however, the ordered state breaks the continuous spin-rotation symmetry and its magnons are gapless, so this argument alone gives no proof beyond the band description. Within the band description, piezomagnetism without spin-orbit coupling needs carriers or thermal excitations.

## Second half: the coefficients in a model

### 9. Symbols and results taken over

$\mathbf N$ is the Néel vector, $\mathbf M$ the moment per cell, $\mathbf O$ a multipole carrying the same representation $\Gamma_N$ (character $\chi(g)=\pm1$), $\epsilon$ the strain component carrying $\Gamma_N$, $H=\mu_BB$, and $V=\partial\hat H/\partial\epsilon$. The results used are the rule (4), $\Delta(g\mathbf k)=\chi(g)\Delta(\mathbf k)$; the functional (5) with $A=A_0-\lambda^2/\kappa$ and $O=(\lambda/\kappa)N$; the responses $M=\chi_M\Lambda\epsilon N$ below $T_c$ and $N=\chi_M\Lambda\epsilon H/A$ above it; the converse relation $\partial\langle V\rangle/\partial H=-\partial M/\partial\epsilon$; and $M=0$ in a gapped band state at $T=0$.

### 10. The model

Keep the lattice of section 1 and add a hopping $t$ between A and B along the four vectors $(\pm\tfrac12,\pm\tfrac12)$. Their phase sum is $4\cos(k_x/2)\cos(k_y/2)$. With Pauli matrices $\tau$ on the sublattice index ($\tau_z=+1$ on A) and $w=\cos k_x-\cos k_y$,

$$\varepsilon_0=\tfrac12(\varepsilon_A+\varepsilon_B)=-(t_a+t_b)(\cos k_x+\cos k_y),\qquad t_z=\tfrac12(\varepsilon_A-\varepsilon_B)=-(t_a-t_b)\,w,$$

$$t_x=-4t\cos\tfrac{k_x}2\cos\tfrac{k_y}2 .$$

A bond along $\hat{\mathbf d}$ stretches by $\hat{\mathbf d}\cdot\epsilon\cdot\hat{\mathbf d}$. For a diagonal bond this is $(\epsilon_{xx}+\epsilon_{yy})/2\pm\epsilon_{xy}$, which is zero for $\epsilon_{xx}=-\epsilon_{yy}=\epsilon/2$, so $t_x$ is unchanged. Half the sum and half the difference of $V_A$ and $V_B$ give $V=v_0+v_z\tau_z$ with

$$v_0=\tfrac\beta2(t_a+t_b)\,w,\qquad v_z=\tfrac\beta2(t_a-t_b)(\cos k_x+\cos k_y).$$

The reduced wavevector and the number $n$ of electrons per cell are held fixed under strain.

The interaction is a Stoner term $-(I/4)\sum_i\hat m_i^2$. Neglecting the square of the fluctuation, $\hat m_i^2\to2m_i\hat m_i-m_i^2$, each site feels the field $h_i=H+Im_i/2$. No charge interaction is included. With $N=m_A-m_B$, $M=m_A+m_B$ and $h_{A,B}=h_M\pm h_N$,

$$h_N=\tfrac14IN,\qquad h_M=H+\tfrac14IM .$$

The multipole is taken on bonds, $O=\langle\sum_\sigma\sigma\,w\,n_{\mathbf k\sigma}\rangle_k$ with $n_{\mathbf k\sigma}$ summed over both sublattices. Since $\cos k_x$ is the Fourier image of hopping by one cell along $x$, $O$ is the spin-dependent bond order along $x$ minus that along $y$; it is a spin vector and odd under $k_x\leftrightarrow k_y$, so it carries $B_{1g}$. With a conjugate field $h_O$, finally set to zero,

$$H_\sigma(\mathbf k)=\varepsilon_0+t_x\tau_x+t_z\tau_z-\sigma(h_N\tau_z+h_M+h_Ow)+\epsilon V .$$

At $\epsilon=h_O=0$ the eigenvalues, with $b=\pm1$, are

$$E_{b\sigma}=\varepsilon_0-\sigma h_M+bR_\sigma,\qquad R_\sigma=\sqrt{t_x^2+(t_z-\sigma h_N)^2},\qquad\langle\tau_z\rangle=b\,\frac{t_z-\sigma h_N}{R_\sigma}.$$

A strictly two-dimensional system with spin-rotation symmetry and short-range interactions, as here, has no long-range order at $T>0$ (Mermin-Wagner theorem). The $T_c$ below is only the mean-field scale, and magnons are absent from the treatment.

### 11. The splitting

For the lower band at $h_M=0$, $\Delta=R_\downarrow-R_\uparrow$. Multiply and divide by $R_\uparrow+R_\downarrow$ and use $R_\downarrow^2-R_\uparrow^2=(t_z+h_N)^2-(t_z-h_N)^2=4t_zh_N$:

$$\Delta(\mathbf k)=\frac{4t_zh_N}{R_\uparrow+R_\downarrow}=-\frac{4(t_a-t_b)h_N\,w(\mathbf k)}{R_\uparrow+R_\downarrow}.\tag{10}$$

The upper band has the opposite splitting. Under $k_x\leftrightarrow k_y$, $w$ changes sign and $R_\uparrow$ and $R_\downarrow$ trade places, so (4) holds. The splitting is the form factor $w$ of the multipole times a fully symmetric function that depends on the model. Near $\Gamma$, $w\approx-(k_x^2-k_y^2)/2$ and both $R_\sigma\to\sqrt{16t^2+h_N^2}$, so

$$\Delta\approx c_2(k_x^2-k_y^2),\qquad c_2=\frac{h_N(t_a-t_b)}{\sqrt{16t^2+h_N^2}},$$

with relative corrections of order $k^2$; for $k$ in inverse bohr the coefficient is $c_2a^2$. At $X=(\pi,0)$, $t_x=0$ and $t_z=2(t_a-t_b)$, so $\Delta=|t_z+h_N|-|t_z-h_N|=2\min\big(h_N,\,2(t_a-t_b)\big)$ for positive arguments. Once $h_N$ exceeds $2(t_a-t_b)$ the splitting at $X$ stops growing and equals $4(t_a-t_b)$, the value of the decoupled sublattices of section 1.

### 12. Derivatives of the free energy

Let $\phi(E)=-T\ln(1+e^{-(E-\mu)/T})$, so that $\phi'=f$. The grand potential per cell is $\Omega=\langle\sum_\sigma\operatorname{Tr}\phi(H_\sigma)\rangle_k$ and the free energy at fixed $n$ is $F_0=\Omega+\mu n$, stationary in $\mu$.

For $H+xX$, first-order shifts give $\partial_x\operatorname{Tr}\phi=\sum_if(E_i)X_{ii}=\operatorname{Tr}[f(H)X]$. Hence $N=-\partial F_0/\partial h_N$, and likewise for $M$ and $O$. For a second perturbation $yY$, vary $f(H)=\sum_if(E_i)|i\rangle\langle i|$ with $\delta E_i=yY_{ii}$ and $\delta|i\rangle=y\sum_{j\ne i}|j\rangle Y_{ji}/(E_i-E_j)$. The diagonal elements change by $yf'(E_i)Y_{ii}$. The element $(j,i)$ receives $f(E_i)Y_{ji}/(E_i-E_j)$ from the ket of state $i$ and $f(E_j)Y_{ji}/(E_j-E_i)$ from the bra of state $j$. With the divided difference $f[E_i,E_j]=\big(f(E_i)-f(E_j)\big)/(E_i-E_j)$ and $f[E,E]=f'(E)$,

$$\partial_x\partial_y\operatorname{Tr}\phi=\sum_{ij}f[E_i,E_j]\,X_{ij}Y_{ji}.\tag{11}$$

Fixing $n$ instead of $\mu$ changes nothing at the orders needed. One has $\partial_xF_0=\Omega_x$ and $\partial_x\partial_yF_0=\Omega_{xy}+\Omega_{x\mu}\mu_y$ with $\mu_y=-\Omega_{y\mu}/\Omega_{\mu\mu}$. In the unstrained paramagnet $\Omega_{y\mu}=-\partial n/\partial y$ vanishes for $h_N,h_M,h_O$, which are odd under spin reversal, and for $\epsilon$, which is odd under $x\leftrightarrow y$. One more derivative adds $\Omega_{xy\mu}\mu_z$, $(\partial_z\Omega_{x\mu})\mu_y$ and $\Omega_{x\mu}\mu_{yz}$, each containing one such vanishing factor.

In the paramagnet both spins have $E_b=\varepsilon_0+bR$, $R=\sqrt{t_x^2+t_z^2}$. For fields coupling as $-\sigma h_XX$ and $-\sigma h_YY$ the signs multiply to $\sigma^2=1$ and the spin sum gives 2:

$$\chi_{XY}=-\frac{\partial^2F_0}{\partial h_X\partial h_Y}=-2\Big\langle\sum_{ij}f[E_i,E_j]X_{ij}Y_{ji}\Big\rangle_k .$$

The diagonal elements of $\tau_z$ are $bt_z/R$, and $\tau_z^2=1$ fixes the squared off-diagonal element as $t_x^2/R^2$. The two off-diagonal terms together carry $2(f_+-f_-)/2R$, with $f_\pm=f(E_\pm)$. Therefore

$$\chi_{NN}=-2\Big\langle(f'_++f'_-)\frac{t_z^2}{R^2}+\frac{f_+-f_-}{R}\frac{t_x^2}{R^2}\Big\rangle_k,\qquad\chi_{M0}=-2\langle f'_++f'_-\rangle_k,$$

$$\chi_{OO}=-2\langle w^2(f'_++f'_-)\rangle_k,\qquad\chi_{NO}=2(t_a-t_b)\Big\langle\frac{w^2}{R}\,(f'_+-f'_-)\Big\rangle_k ,$$

the last from $-2\langle w\,t_z(f'_+-f'_-)/R\rangle_k$ with $t_z=-(t_a-t_b)w$. The cross term vanishes for $t_a=t_b$.

Define $g$ by the term $-g\,\epsilon h_Nh_M$ in $F_0$. From (11) with $X=V$ and $Y=-\sigma\tau_z$, $\partial_\epsilon\partial_{h_N}\Omega_\sigma=-\sigma\langle\sum f[E_i,E_j]V_{ij}(\tau_z)_{ji}\rangle_k$. The field $h_M$ enters only through $\mu+\sigma h_M$, so $\partial_{h_M}=\sigma\partial_\mu$, and $\partial_\mu f=-f'$. The signs combine to $(-\sigma)(\sigma)(-1)=+1$; the spin sum gives 2, and the third derivative equals $-g$:

$$g=-2\Big\langle\sum_{ij}f'[E_i,E_j]V_{ij}(\tau_z)_{ji}\Big\rangle_k=-2\Big\langle\sum_bf''_b\Big(v_0+bv_z\frac{t_z}R\Big)b\frac{t_z}R+\frac{f'_+-f'_-}{R}v_z\frac{t_x^2}{R^2}\Big\rangle_k .$$

Every term contains $t_z$ or $v_z$ and vanishes for $t_a=t_b$. There is also an accidental zero. If $t_a+t_b=0$ and $n=2$, then $\varepsilon_0=v_0=0$, the spectrum $\pm R$ puts $\mu$ at zero, $f'$ is even and $f''$ odd in the energy, and both $\chi_{NO}$ and $g$ vanish although the bands are split.

The Landau functional has given the moment induced by strain and its converse, and the lattice model has given the band splitting, the susceptibilities and the trilinear coefficient $g$. It remains to convert these into Landau coefficients, find the mean-field strain response at any temperature, and evaluate an example, including the multipole in real space.
